# Why Born breaks flux for a delta potential and K does not

## Definitions and conventions

A particle moves on a line with Hamiltonian
\[
H=\frac{p^2}{2}+V,\qquad V=g\,\delta(x),\qquad E=\frac{k^2}{2}>0 .
\]
The algebra uses atomic units with \(\hbar=m=1\), and \(g\) is real. The strength of the scattering is measured by the dimensionless number \(\beta=g/k\), which is negative for an attractive potential.

The two open channels are waves travelling right (\(+\)) and left (\(-\)),
\[
\varphi_\pm(x)=\frac{e^{\pm ikx}}{\sqrt{2\pi k}} .
\]
Each carries a current of magnitude \(k/(2\pi k)=1/2\pi\), so squared amplitudes are ratios of fluxes. The element \(S_{ab}\) is the amplitude to leave in direction \(a\) after entering in direction \(b\). Thus \(S_{++}=t\), \(S_{-+}=r\), and \(S=1\) without a potential. Flux conservation means \(S^\dagger S=1\), which includes \(|t|^2+|r|^2=1\).

The outgoing-wave propagator is
\[
G^+(x,x')=-\frac{i}{k}e^{ik|x-x'|}.
\]
Its slope jumps by 2 at \(x=x'\), so it satisfies \((E+\tfrac12\partial_x^2)G^+=\delta(x-x')\). The scattering state obeys \(\psi_b=\varphi_b+G^+V\psi_b\). To the right of a localized potential, \(G^+(x,x')=-2\pi i\,\varphi_+(x)\varphi_+^*(x')\), and therefore
\[
\psi_b=\varphi_b-2\pi i\,\varphi_+\langle\varphi_+|V|\psi_b\rangle .
\]
The left side works in the same way with \(\varphi_-\). Defining \(T\) by \(T\varphi_b=V\psi_b\) gives
\[
S_{ab}=\delta_{ab}-2\pi i\,T_{ab},\qquad T=V+VG^+T .
\]

## The exact answer

For a wave of unit amplitude from the left, \(\psi=e^{ikx}+re^{-ikx}\) on the left and \(\psi=te^{ikx}\) on the right. Continuity at the origin gives \(1+r=t\). Integrating the Schrödinger equation across the delta gives a slope jump of \(2g\psi(0)\):
\[
ikt-ik(1-r)=2gt .
\]
Substituting \(r=t-1\) turns the left side into \(2ik(t-1)\). Dividing by \(2ik\) gives \(t-1=-i\beta t\), hence
\[
t=\frac{1}{1+i\beta},\qquad r=\frac{-i\beta}{1+i\beta},\qquad |t|^2+|r|^2=\frac{1+\beta^2}{1+\beta^2}=1 .
\]

## What the Born form does to the flux

The first-order approximation replaces \(T\) by \(V\). Both channel waves have the same value at the origin, so all four matrix elements are equal:
\[
V_{ab}=\varphi_a^*(0)\,g\,\varphi_b(0)=\frac{g}{2\pi k}=\frac{\beta}{2\pi}.
\]
The Born amplitudes are therefore \(t_1=1-i\beta\) and \(r_1=-i\beta\), and
\[
|t_1|^2+|r_1|^2=(1+\beta^2)+\beta^2=1+2\beta^2 .
\]

The same failure occurs for any Hermitian \(V\) that couples the open channels:
\[
S_1^\dagger S_1=(1+2\pi iV)(1-2\pi iV)=1+4\pi^2V^2 .
\]
The linear terms cancel because \(V\) is Hermitian. The remainder is a square and cannot be negative, so the first-order Born form creates flux and never loses it. For the delta, write \(V=(\beta/2\pi)J\), where \(J\) is the \(2\times2\) matrix of ones and \(J^2=2J\). Then \(4\pi^2V^2=2\beta^2J\). The even combination of incoming waves, for which \(J\) has eigenvalue 2, comes out with flux \(1+4\beta^2\).

The missing physics is the depletion of the forward wave. Expanding the exact result gives
\[
t=1-i\beta-\beta^2+\dots
\]
The first-order term is a quarter cycle out of phase with the incident 1, so it cannot reduce the transmitted flux at order \(\beta\). The second-order term is in antiphase, and its interference with the incident wave contributes \(2\,\mathrm{Re}(-\beta^2)=-2\beta^2\). This cancels the excess \(+2\beta^2\) from the squared first-order amplitudes. A flux balance at second order thus needs the forward amplitude to second order, which the Born form leaves out.

Adding more terms moves the failure to higher order, though not at every step. At second order, \(t_2=1-i\beta-\beta^2\) and \(r_2=t_2-1\), so
\[
|t_2|^2+|r_2|^2=\left[(1-\beta^2)^2+\beta^2\right]+\left[\beta^2+\beta^4\right]=1+2\beta^4 .
\]
At third order, \(t_3=(1-\beta^2)(1-i\beta)\) and \(r_3=t_3-1\), so
\[
|t_3|^2+|r_3|^2=(1-\beta^2)^2(1+2\beta^2)+\beta^4=1-2\beta^4+2\beta^6 ,
\]
which lies below 1 when \(0<|\beta|<1\). The series is geometric with ratio \(-i\beta\), and it converges only for \(|\beta|<1\).

## What the K form does

Split the propagator into its real and imaginary parts:
\[
G^+(x,x')=\underbrace{\frac{\sin k|x-x'|}{k}}_{G_P(x,x')}-\frac{i}{k}\cos k(x-x') .
\]
The real part \(G_P\) is the average of the outgoing and incoming propagators, which is the principal-value propagator. The imaginary part contains only waves at the energy \(E\), because
\[
\pi\sum_a\varphi_a(x)\varphi_a^*(x')=\frac{\pi}{2\pi k}\,2\cos k(x-x')=\frac{\cos k(x-x')}{k}.
\]
With \(P=\sum_a|\varphi_a\rangle\langle\varphi_a|\), this reads \(G^+=G_P-i\pi P\). The equation for \(T\) becomes
\[
(1-VG_P)\,T=V(1-i\pi PT).
\]
Define \(K\) by \(K=V+VG_PK\), that is, \(K=(1-VG_P)^{-1}V\) wherever the inverse exists. Multiplying by that inverse gives \(T=K-i\pi KPT\). Between open channels this is a \(2\times2\) matrix equation, \((1+i\pi K)T=K\), so
\[
S=1-2\pi i(1+i\pi K)^{-1}K=(1+i\pi K)^{-1}(1-i\pi K).
\]

Since \(V(1-G_PV)=(1-VG_P)V\), we also have \(K=V(1-G_PV)^{-1}=K^\dagger\). For Hermitian \(K\), all factors in \(S^\dagger S\) are functions of the same matrix and commute, so they cancel to 1. This holds for any Hermitian matrix put in the place of \(K\), including a poor approximation. Flux conservation is therefore a property of the form and says nothing about the accuracy of the input.

## Why first order is already exact for one delta

Accuracy is a separate matter, decided by the terms omitted from \(K\). The first is \(VG_PV\). A delta samples the propagator at one point only, and there
\[
G_P(0,0)=\frac{\sin 0}{k}=0 .
\]
Every higher term contains this factor, so \(K=V\) at any strength and either sign of \(g\).

The zero is a balance between intermediate states. In momentum space,
\[
G_P(0,0)=\frac{2}{\pi}\,\mathcal P\!\int_0^\infty\frac{dq}{k^2-q^2},
\]
where states below \(k\) contribute positively and states above \(k\) negatively. The antiderivative \((1/2k)\ln|(k+q)/(k-q)|\) vanishes at both ends, and its singular values on the two sides of \(q=k\) cancel. What remains of the propagator at the delta is \(G^+(0,0)=-i/k\), which describes repeated scattering at the energy \(E\). The K form sums that process in full, whereas the Born form cuts it off after one event.

Explicitly, \(\pi K=(\beta/2)J\) has eigenvalue \(\beta\) for the even wave and 0 for the odd wave, which vanishes at the delta. Hence
\[
S_e=\frac{1-i\beta}{1+i\beta},\qquad S_o=1,\qquad
t=\frac{S_e+S_o}{2}=\frac1{1+i\beta},\qquad r=\frac{S_e-S_o}{2}=\frac{-i\beta}{1+i\beta},
\]
as found by matching. Writing \(S_e=e^{2i\delta}\) gives \(\tan\delta=-\beta\): first order is exact for the tangent of the phase shift, though not for \(S\) itself.

The wave function shows the same thing. With \(G_P\), the even standing wave is
\[
\psi_P(x)=\cos kx+gG_P(x,0)\psi_P(0)=\cos kx+\beta\sin k|x| .
\]
Its value at the delta is 1, the same as without the potential, so using the unperturbed wave there costs nothing. With outgoing waves, \(\psi^+(0)=1-i\beta\psi^+(0)\), so \(\psi^+(0)=1/(1+i\beta)\). The Born form replaces this by 1 and thereby overestimates the reflected flux by the factor \(1+\beta^2\).

## How large the effect is

Take an electron of free mass with \(g=2\) eV Å and \(E=1\) eV. These are round model parameters and describe no particular material. The wave number is \(k=0.5123\) Å\(^{-1}\). Because \(1/k=k/2E\) in atomic units,
\[
\beta=\frac{gk}{2E}=\frac{2\times0.5123}{2\times1}=0.5123 .
\]
The exact transmission is \(1/(1+0.2625)=0.792\), and the reflection is 0.208. The Born form gives \(|t_1|^2=1.262\) and \(|r_1|^2=0.262\), a total of 1.525. The K form with the same matrix element reproduces the exact amplitudes to rounding error. As an independent test, direct integration through thin barriers of fixed area, extrapolated to zero width, gives the same \(t\) and \(r\) to the four decimals printed in the numerical output.

The first four Born orders give flux sums of 1.525, 1.138, 0.898 and 0.973. A sum near 1 at some order would not show that the amplitudes are right.

With \(g\) fixed, the excess is \(2\beta^2=2E_1/E\), where \(E_1=g^2/2\) is the energy at which \(|\beta|=1\), here 0.262 eV. At 10 eV the Born total is 1.0525. At 0.1 eV it is 6.25, although the exact transmission is 0.276. There the series diverges: the error in \(t\) is about 106 at order 10 and about 13,200 at order 20. As \(E\to0\), the Born flux grows without limit, while the K form gives the correct total reflection. An excess below 1% of the incident flux requires \(E>200E_1\), about 52.5 eV for this strength.

## Where first-order K stops being exact

**Two deltas.** Place equal deltas of strength \(g\) at \(x=\pm d/2\). The propagator between them, \(G_P(d)=\sin(kd)/k\), now enters. For equal (upper sign) or opposite (lower sign) amplitudes at the two sites, the equation for \(K\) replaces \(g\) by \(g/(1\mp\beta\sin kd)\). The even and odd channel waves have squared values \(\cos^2(kd/2)/\pi k\) and \(\sin^2(kd/2)/\pi k\) at each site. Adding the two sites gives
\[
\pi K_e=\frac{\beta(1+\cos kd)}{1-\beta\sin kd},\qquad
\pi K_o=\frac{\beta(1-\cos kd)}{1+\beta\sin kd}.
\]
First-order K keeps the numerators and sets both denominators to 1.

At \(d=3\) Å and \(E=1\) eV, \(\beta\sin kd=0.512\). The correct \(K_e\) is then \(1/0.488=2.05\) times its first-order value, and \(K_o\) is \(1/1.512=0.66\) times its own. The exact transmission is 0.762, but first-order K gives 0.999. It finds almost no reflection because its backscattering element is proportional to \(\cos kd\), which is nearly zero here. Its flux sum is still 1.

At half a wavelength, \(d=6.13\) Å, \(\sin kd=0\) and the denominators equal 1. First-order K is exact again: \(K_e=0\), \(\pi K_o=2\beta\), and the transmission is \(1/(1+4\beta^2)=0.488\).

For weak deltas at the 3 Å spacing, halving \(g\) reduced the largest error in \(S\) by a factor of 4.00 in both the K and the Born forms. Both miss second-order terms: K omits \(VG_PV\), and Born omits \(VG^+V\). For the amplitudes, the K form thus restores flux without raising the order of accuracy. The transmission probability does gain an order. The reflection amplitude starts at order \(g\) and its error at order \(g^2\), so \(|r|^2\) is wrong only at order \(g^3\), and flux conservation passes this accuracy on to \(|t|^2\). The Born value of \(|t|^2\) is already wrong at order \(g^2\).

**A barrier of finite width.** Let a square barrier have width \(w\) and fixed area \(g\). For \(kw\ll1\), \(G_P\approx|x-x'|\), whose average over the barrier is \(w/3\). The second-order term then changes \(g\) to \(g(1+gw/3)\), provided \(gw\ll1\) as well. Since the transmission is \(\mathcal T=1/(1+\beta^2)\) to leading order, the first-order K value is too high for a barrier (\(g>0\)) and too low for a well (\(g<0\)), with the signed error
\[
\Delta\mathcal T\approx2\beta^2\mathcal T^2\,\frac{gw}{3}.
\]
For \(w=0.1\) Å, \(gw=\beta kw=0.026\), and the estimate is \(0.525\times0.627\times0.0087=0.0029\). The computed transmissions are 0.7923 from first-order K and 0.7894 exactly, a difference of 0.0029. At \(w=1\) Å they are 0.8080 and 0.7775.

**A wire with closed modes.** Exactness can also fail for a point scatterer in a wire. A transverse mode with its threshold above \(E\) has an imaginary wave number \(i\kappa\), and its propagator at the scatterer is \(-1/\kappa\), which is real and nonzero. Take one open mode (o) and one closed mode (c), coupled by real strengths \(g_{oo}\), \(g_{oc}\) and \(g_{cc}\). The closed amplitude obeys \(\chi=-(g_{oc}\psi+g_{cc}\chi)/\kappa\). Solving for \(\chi\) and inserting it in the open channel gives
\[
g_{\rm eff}=g_{oo}+g_{oc}\frac{\chi}{\psi}=g_{oo}-\frac{g_{oc}^2}{\kappa+g_{cc}} .
\]
First-order K keeps only \(g_{oo}\). For a point scatterer the strengths are products of the mode amplitudes at its position, so \(g_{oc}^2=g_{oo}g_{cc}\) and \(g_{\rm eff}=g_{oo}\,\kappa/(\kappa+g_{cc})\). For either sign of the strength, if it does not sit on a node of the closed mode (\(g_{cc}\neq0\)), \(g_{\rm eff}\) falls to zero at the threshold and the wave is fully transmitted, however strong the scatterer, while first-order K still predicts reflection. If it is attractive, \(g_{\rm eff}\) diverges at \(\kappa=-g_{cc}\), where a state bound in the closed mode causes total reflection, provided the open mode still propagates at that energy.

Keeping one closed mode is a model. In a real wire with a delta scatterer, the sum over all closed modes diverges, so the scatterer must be given a finite size or a renormalized strength. With a finite transverse size the product rule \(g_{oc}^2=g_{oo}g_{cc}\) no longer holds exactly, and full transmission at the threshold is only approximate: it is nearly complete for a narrow scatterer, but a wider or stronger one reflects noticeably there.

## What to do in practice

- Compute the matrix elements between flux-normalized open channels and solve \((1+i\pi K)S=1-i\pi K\). For two channels this costs no more than a \(2\times2\) linear solve.
- Do not use flux conservation to judge the result, since any Hermitian \(K\) passes. Comparing \(VG_PV\) with \(V\) gives a first warning: if the ratio is not small, first-order K is not to be trusted. A small ratio is no guarantee, because higher terms can still be large. This happens near a state bound in a closed mode, and also without closed modes: for two deltas with \(\beta=9\) and \(\beta=0.1\) a quarter wavelength apart, the ratio is only 0.14, yet \(K\) is about ten times \(V\) (the size of a matrix is taken here as the square root of the sum of its squared absolute elements). The reliable check is to solve \(K=V+VG_PK\), with any closed modes included, and compare the resulting \(S\) with the first-order one.
- If only Born amplitudes are available and \(|\beta|\ll1\), take the reflection \(|r_1|^2=\beta^2\) and obtain the transmission as \(1-\beta^2\). This is correct through second order, whereas \(|t_1|^2=1+\beta^2\) has the wrong sign in its leading correction.

## Values computed for the example and the checks

```
energy E = 1.0 eV, strength g = 2.0 eV angstrom
wave number k = 0.5123 1/angstrom
beta = g/k = 0.5123 (dimensionless)
pi*V_ab, every element = 0.2562
exact t = 0.7921-0.4058j, r = -0.2079-0.4058j
thin-barrier t = 0.7921-0.4058j, r = -0.2079-0.4058j
exact T = 0.7921, R = 0.2079
Born t = 1.0000-0.5123j, r = 0.0000-0.5123j
Born |t|^2 = 1.2625, |r|^2 = 0.2625
Born flux sum = 1.5249, even wave = 2.0499
K-form t = 0.7921-0.4058j, r = -0.2079-0.4058j, flux = 1.0000
largest |S_K - S_exact| = 2.4e-16
second-order flux: squares +0.5249, interference -0.5249
g*G_P(0,0) by quadrature = 7.9e-17 in size
standing-wave sine coefficient = 0.5123
even phase shift = -0.4735 rad
Born order 1: flux sum = 1.5249
Born order 2: flux sum = 1.1378
Born order 3: flux sum = 0.8984
Born order 4: flux sum = 0.9733
energy where beta = 1: 0.2625 eV
|t error| at 0.1 eV: order 10 106.0, order 20 13203.0
E =  0.1 eV: beta 1.6201, Born flux 6.2494, K-form T 0.2759, exact T 0.2759
E =  1.0 eV: beta 0.5123, Born flux 1.5249, K-form T 0.7921, exact T 0.7921
E = 10.0 eV: beta 0.1620, Born flux 1.0525, K-form T 0.9744, exact T 0.9744
two deltas, 3 angstrom: d = 3.0000 angstrom, g*G_P(d) = 0.5120
  T exact 0.7617, first-order K 0.9992, full K 0.7617
  flux: first-order K 1.0000, Born 2.0511
two deltas, half wavelength: d = 6.1321 angstrom, g*G_P(d) = 0.0000
  T exact 0.4878, first-order K 0.4878, full K 0.4878
  flux: first-order K 1.0000, Born 3.0997
two deltas 3 angstrom apart, weak g halved from 0.02 eV angstrom:
  error falls by 4.00 (first-order K), 4.00 (Born)
barrier 1.0 angstrom wide, 2.0 eV high: T exact 0.7775, first-order K 0.8080
barrier 0.2 angstrom wide, 10.0 eV high: T exact 0.7869, first-order K 0.7928
barrier 0.1 angstrom wide, 20.0 eV high: T exact 0.7894, first-order K 0.7923
T error ratio, width 0.2 to 0.1 angstrom = 2.018
```
